Macrospin Switching Current of a Perpendicular Tunnel Junction

**Problem**

The free layer of a perpendicular magnetic tunnel junction has an energy barrier of 60 k_B T at T = 300 K, Gilbert damping α = 0.01 and spin-torque efficiency η = 0.6. Find its zero-temperature macrospin switching current.

The wording combines two temperatures. "Zero-temperature" means that no random thermal field acts while the current flows. Room temperature serves to turn the factor 60 into an energy. The quantity sought is the current above which a long pulse reverses the layer deterministically from an arbitrarily small initial tilt.

The layer is described by one unit vector m at angle θ from the film normal z, starting near +z. There is no applied field, field-like torque, in-plane anisotropy or heating. The energy is

E = E_b sin²θ = E_b(1 − m_z²),

where E_b belongs to the whole layer and includes demagnetization. Hartree atomic units are used, so e = ħ = 1. The barrier is

E_b = 60 × 9.500435×10⁻⁴ = 0.057003 hartree.

A current I carries I electrons per unit time, each with spin 1/2. The efficiency η is defined by the transverse angular momentum delivered to the layer per unit time,

(η/2) I sin θ,

and is taken to be independent of θ. In SI units the prefactor is ηħ/(2e). Positive I denotes the current direction that drives m away from +z.

**A tempting solution**

To tip the magnetization over, the spin torque must apparently overcome the anisotropy torque, whose size is

|dE/dθ| = 2E_b sin θ cos θ.

Requiring the spin torque to be larger all the way to the equator gives

(η/2) I sin θ > 2E_b sin θ cos θ, hence I > 4E_b cos θ/η.

The condition is most demanding at small θ, where cos θ → 1. This suggests

I = 4E_b/η = 4 × 0.057003/0.6 = 0.38002 atomic units.

One atomic unit of current is 6.6236 mA, so the estimate is 2517 μA, or about 2.5 mA.

**Where it fails**

The damping was given but never used. The argument treats m as a lever pushed against a spring. A magnetization carries angular momentum, and a torque changes angular momentum in the torque's own direction. The anisotropy torque points around the z axis, so it makes m precess at constant θ. The spin torque points along the direction of changing θ. The two are perpendicular and cannot balance each other. What pulls m back toward the pole is damping, and this is the opponent that the spin torque must beat.

**The right solution**

Let S be the magnitude of the layer's spin angular momentum, in units of ħ. Electron spin is opposite to magnetic moment, so the angular momentum is −S m. The anisotropy torque is −m × ∂E/∂m. Equating it to −S dm/dt gives the precession term (1/S) m × ∂E/∂m. With Gilbert damping and spin torque added,

dm/dt = (1/S) m × ∂E/∂m + α m × dm/dt + a m × (m × z), a = ηI/(2S).

The coefficient a is the delivered angular momentum per unit time, without its factor sin θ, divided by S.

Use the spherical unit vectors e_r = m, e_θ and e_φ, for which

z = cos θ e_r − sin θ e_θ,
e_r × e_θ = e_φ, e_r × e_φ = −e_θ.

Then m × z = −sin θ e_φ. Since ∂E/∂m = −2E_b cos θ z, the precession term is

(1/S)(−2E_b cos θ)(−sin θ) e_φ = ω_k sin θ cos θ e_φ, ω_k = 2E_b/S.

The spin-torque term is

a m × (m × z) = a e_r × (−sin θ e_φ) = a sin θ e_θ,

which increases θ for I > 0, as intended. Write dm/dt = v_θ e_θ + v_φ e_φ, with v_θ = dθ/dt and v_φ = sin θ dφ/dt. The damping term becomes

α m × dm/dt = α v_θ e_φ − α v_φ e_θ.

Collecting components gives

v_θ = −α v_φ + a sin θ,
v_φ = ω_k sin θ cos θ + α v_θ.

Insert the second equation into the first:

v_θ = −α ω_k sin θ cos θ − α² v_θ + a sin θ.

Moving the α² term to the left yields

(1 + α²) dθ/dt = sin θ (a − α ω_k cos θ).

The anisotropy enters the polar motion multiplied by α. Without damping, any positive current would eventually reverse a tilted layer, which the tempting solution cannot reproduce.

Near the pole, sin θ ≈ θ and cos θ ≈ 1, so the tilt grows at the rate (a − αω_k)/(1 + α²). Growth begins when a = αω_k:

ηI/(2S) = α · 2E_b/S.

The spin S cancels, leaving

I_c = 4αE_b/η, or I_c = 4eαE_b/(ħη) in SI units.

The factor 1 + α² changes the speed but not the threshold, so no small-α approximation has been made. For the given values,

I_c = 4 × 0.01 × 0.057003/0.6 = 0.0038002 atomic units = 25.17 μA.

**The switching current is about 25 μA.** The tempting estimate was too large by the factor 1/α = 100.

The threshold was also tested by linearizing the three-component Gilbert equation numerically and locating the current at which the growth rate changes sign. This gave 25.171 μA for both S = 50000 and S = 20000, confirming that S drops out. With α raised to 0.30 and E_b and η held fixed, it gave 755.127 μA, thirty times as much, as the formula requires.

**Does the onset current complete the reversal?**

Let i = I/I_c = a/(αω_k) and τ = (1 + α²)/(αω_k). The polar equation becomes

τ dθ/dt = sin θ (i − cos θ).

For i > 1 the bracket is positive at every angle. Once the tilt starts to grow, it continues through the equator to the opposite pole. For 0 < i < 1 the bracket vanishes on the cone cos θ = i. Inside this cone m returns to +z; outside it m reverses. A layer starting at a finite tilt θ₀ < π/2 therefore needs only

I > I_c cos θ₀.

For θ₀ = 0.50 rad the threshold is 0.8776 I_c, or 22.1 μA. Integration of the full motion from this angle gave decay at 0.80 I_c, while at 0.95 I_c the layer reached the equator, beyond which the bracket stays positive and the reversal completes. At θ₀ = 0 the spin torque vanishes, so some tilt is needed at any current.

**How long must the pulse last?**

Set u = cos θ and u₀ = cos θ₀. Since du = −sin θ dθ, the time to reach the equator is

t/τ = ∫₀^{u₀} du/[(1 − u²)(i − u)].

For i > u₀ and i ≠ 1, partial fractions give

1/[(1 − u²)(i − u)] = 1/[2(i − 1)(1 − u)] + 1/[2(i + 1)(1 + u)] − 1/[(i² − 1)(i − u)].

The three elementary integrals are

∫₀^{u₀} du/(1 − u) = −ln(1 − u₀),
∫₀^{u₀} du/(1 + u) = ln(1 + u₀),
∫₀^{u₀} du/(i − u) = −ln[(i − u₀)/i].

Therefore

t/τ = −ln(1 − u₀)/[2(i − 1)] + ln(1 + u₀)/[2(i + 1)] + ln[(i − u₀)/i]/(i² − 1).

For small θ₀ and fixed i > 1, 1 − u₀ ≈ θ₀²/2, so the leading term is τ ln(1/θ₀)/(i − 1). The time grows without limit as the initial tilt goes to zero.

Times require a value of S. For S = 50000, ω_k = 94.263 rad/ns and

τ = 1.0001/(0.01 × 94.263) = 1.061 ns.

At i = 1.5 and θ₀ = 0.05 rad, the three terms are 6.685, 0.139 and −0.877. Their sum is 5.95, giving t = 6.31 ns. At i = 1.1 the same start takes 23.6 ns. Full integration agrees with the formula in both cases. In the second case the small-tilt growth rate is 0.1/τ, so the tilt grows by a factor e in 10.6 ns, during about 160 turns of precession. The weak spin torque wins by accumulating a small gain over many turns. A pulse of a few nanoseconds would therefore need a current well above I_c from this starting angle.

**What changes at 300 K?**

With a thermal field present, reversal below I_c becomes possible. The polar equation can be written as motion down an effective energy:

dθ/dt = −{α/[S(1 + α²)]} dE_eff/dθ,
E_eff = E_b(sin²θ + 2i cos θ).

Differentiation confirms this, because dE_eff/dθ = 2E_b sin θ (cos θ − i). Suppose the thermal field is isotropic and keeps the strength it has at zero current. By axial symmetry, E_eff then takes the place of E in the thermal motion of θ. For 0 < i < 1 its maximum lies at cos θ = i, and the barrier seen from the pole is

E_b(1 − i² + 2i²) − 2iE_b = E_b(1 − i)².

At half the critical current, 60 k_B T has become 15 k_B T. For a rough estimate, assume an attempt time of 1 ns. Escape within about 1 s then requires 60(1 − i)² ≈ ln 10⁹ ≈ 20.7, so i ≈ 0.41 and I ≈ 10 μA. A slow room-temperature measurement should not be compared directly with 25 μA.

**Comparison with real junctions**

For a real junction, a constant η is an idealization. In the simple elastic tunnelling model with identical electrodes of polarization P, the efficiency at fixed current is P/(1 + P² cos ϑ), where ϑ is the angle between the two magnetizations. If the stated 0.6 is read as P, the onset currents are 25.17 × 1.36 ≈ 34 μA from the parallel state and 25.17 × 0.64 ≈ 16 μA from the antiparallel state. In that model η cannot exceed 1/2 in the parallel state, so a constant 0.6 is optimistic there. The macrospin assumption also fails in sufficiently wide layers, which can reverse by nucleating a domain. The thermal barrier then lies below the uniform-rotation energy, while the onset of uniform precession is still governed by the latter, provided the effective anisotropy and the spin torque are the same across the layer. If the uniform energy were twice the actual barrier of 60 k_B T, the onset current at η = 0.6 would be about 50 μA. The result 4αE_b/η thus links current to thermal stability when one uniform mode controls both.

The numerical output below lists the critical current, the stability thresholds and the simulated switching times. The thermal estimate and the polarization-dependent currents were worked out by hand from the formulas above.

Numbers as computed

```
temperature = 300 K
thermal energy k_B T = 9.500435e-04 hartree
barrier / thermal energy = 60
barrier E_b = 0.057003 hartree
damping alpha = 0.01
efficiency eta = 0.6
formula I_c = 3.800174e-03 atomic units of current
formula I_c = 25.171 microampere
stability threshold, alpha = 0.01, S = 50000 hbar: 25.171 microampere
stability threshold, alpha = 0.01, S = 20000 hbar: 25.171 microampere
stability threshold, alpha = 0.30, S = 50000 hbar: 755.127 microampere
anisotropy angular frequency, S = 50000 hbar: 94.263 rad/ns
I/I_c = 0.90, start 0.05 rad: no reversal, tilt 0.0068 rad after 21.22 ns
I/I_c = 0.80, start 0.50 rad: no reversal, tilt 0.0415 rad after 15.91 ns
I/I_c = 1.10, start 0.05 rad: equator at 23.585 ns simulated, 23.585 ns formula
I/I_c = 1.50, start 0.05 rad: equator at 6.309 ns simulated, 6.309 ns formula
I/I_c = 0.95, start 0.50 rad: equator at 5.897 ns simulated, 5.897 ns formula
I/I_c = 1.10, start just past equator: tilt 3.1416 rad after 8.49 ns
threshold ratio for start at 0.50 rad = 0.8776
```
